# Partial-Wave Convergence and Basis Extrapolation of Direct RPA for s-Shell Atoms, part 2

The problem is to extrapolate the direct RPA correlation energy $E$ (rings without exchange) of an atom with closed s shells from calculations truncated in the angular momentum $l$ of the virtual orbitals. Hartree atomic units are used.

The orbitals belong to a local, spherical potential $V(r)$. The real radial functions $u_i$ (occupied, energies $\varepsilon_i$) and $u_a$ (virtual) are normalized by $\int u^2dr=1$, and $n(r)$ is the total electron density. Transitions $ia$, also labelled $p,q$, have excitation energies $\Delta_{ia}=\varepsilon_a-\varepsilon_i$. At imaginary frequency $i\omega$, $F$ is the diagonal matrix of $4\Delta/(\Delta^2+\omega^2)$. With $r_<,r_>$ the smaller and larger of $r,r'$, the Coulomb matrix is

$$
K_{ia,jb}=\frac1{2l+1}\int_0^\infty\!dr\int_0^\infty\!dr'\;u_iu_a(r)\,\frac{r_<^l}{r_>^{l+1}}\,u_ju_b(r'). \tag{5}
$$

The energy is the sum over $l$ of the increments

$$
e_l=\frac{2l+1}{2\pi}\int_0^\infty d\omega\left[\ln\det(1+KF)-{\rm tr}(KF)\right]. \tag{18}
$$

Their second-order parts obey

$$
e_l^{(2)}=-2(2l+1)\sum_{pq}\frac{K_{pq}^2}{\Delta_p+\Delta_q},\qquad e_l^{(2)}\le e_l\le0. \tag{8}
$$

With $\lambda=l+\frac12$, the large-$l$ law is

$$
e_l=-\frac A{\lambda^4}+\frac B{\lambda^6}+O(\lambda^{-8}),\qquad A=3\pi^2\int_0^\infty n^2r^5dr. \tag{19}
$$

$B$ collects the gradient and potential corrections and is determined numerically. For the doubly occupied 1s orbital of a bare nucleus, $A=45/128$.

At large $l$ the eigenvalues of $KF$ are represented by $y=4\pi n/(T^2+\omega^2)$, with $T=(k^2+\lambda^2)/(2r^2)$ and $k$ conjugate to $\ln r$. The leading term contains $\int_{-\infty}^\infty dk/(k^2+\lambda^2)^3=3\pi/(8\lambda^5)$. The higher rings give

$$
e_l-e_l^{(2)}\simeq\frac\lambda\pi\,\frac13\,\frac1{2\pi}(4\pi)^3(6\pi)\frac{35\pi}{128\lambda^9}\int n^3r^{10}\frac{dr}{r}
=\frac C{\lambda^8}, \tag{20}
$$

$$
C=\frac{35\pi^3}{2}\int_0^\infty n^3r^9\,dr.
$$

If all channels up to $l=L$ are included and radially complete, with the occupied orbitals fixed, then $X=L+1$, $E_X=\sum_{l=0}^{X-1}e_l$, and, with $E_\infty$ the complete sum,

$$
E_X=E_\infty+\frac{A}{3X^3}-\frac{c}{X^5}+\dots,\qquad c=\frac A6+\frac B5. \tag{22}
$$

### 2.4 The two-point formula and its error

Take two truncations $X<Y$ and neglect $c$. Multiplying each energy by its cube gives

$$
X^3E_X=X^3E_\infty+\tfrac A3,\qquad Y^3E_Y=Y^3E_\infty+\tfrac A3 .
$$

Subtraction removes $A$:

$$
E_{XY}=\frac{Y^3E_Y-X^3E_X}{Y^3-X^3}. \tag{23}
$$

No density integral is needed. Putting the neglected term of (22) into (23) gives the leading error,

$$
E_{XY}-E_\infty\simeq c\,\frac{X^{-2}-Y^{-2}}{Y^3-X^3}. \tag{24}
$$

For neighbouring large $X$ and $Y$ the numerator is about $2/X^3$ and the denominator about $3X^2$, so the error falls as $2c/(3X^5)$.

For helium, the correlation-consistent set with cardinal number $X$ contains functions up to $l=X-1$, so its cardinal number coincides with the $X$ used here. In a basis family with $L=X$, the angular error is instead

$$
\frac{A}{3(X+1)^3}=\frac A{3X^3}-\frac A{X^4}+\dots
$$

The inverse cubic law survives, but (23) with unshifted cardinal numbers leaves an error

$$
-A\,\frac{Y^{-1}-X^{-1}}{Y^3-X^3}=\frac{A\,(Y-X)}{XY(Y^3-X^3)},
$$

which falls only as $X^{-4}$ for neighbouring sets. If the angular truncation is the sole error, replacing $X$ by $L+1$ removes this term.

The formula can also amplify other errors. An error in $E_Y$ is multiplied by $Y^3/(Y^3-X^3)$ and one in $E_X$ by $-X^3/(Y^3-X^3)$. For $(4,5)$ these factors are $125/61=2.05$ and $-64/61=-1.05$. The two factors sum to one, so an error common to both energies passes through unchanged. An error that differs between them, such as one in the increments from $l=X$ to $l=Y-1$, is amplified and must be kept below the accuracy sought after extrapolation.

### 2.5 Evaluating an increment

The radial Coulomb factor need not be integrated across its kink. Define

$$
g_l(r,r')=\frac{r_<^{l+1}r_>^{-l}}{2l+1},\qquad
\left[-\frac{d^2}{dr^2}+\frac{l(l+1)}{r^2}\right]g_l=\delta(r-r').
$$

Both powers solve the homogeneous equation, and the slope jumps by $-(l+l+1)/(2l+1)=-1$. Since $r_<^l/r_>^{l+1}=(2l+1)g_l/(rr')$,

$$
K_{ia,jb}=\int\!dr\int\!dr'\,\frac{u_iu_a(r)}r\,g_l(r,r')\,\frac{u_ju_b(r')}{r'}. \tag{25}
$$

A radial basis that represents the differential operator thus supplies $g_l$ by a matrix inverse. If its functions vanish at an outer radius $R$, the inverse also vanishes there. The free-space result is restored by adding $(rr')^{l+1}/[(2l+1)R^{2l+1}]$, which solves the homogeneous equation and has the missing value at $R$.

The frequency scale of channel $l$ grows as $\lambda^2$. A suitable rule maps Gauss-Legendre points $t\in(-1,1)$ to

$$
\omega=\omega_0\frac{1+t}{1-t},\qquad d\omega=\frac{2\omega_0}{(1-t)^2}\,dt,\qquad \omega_0=1+\lambda^2 .
$$

The radial basis must resolve structure of width $r/\lambda$. If it cuts off $|k|$ at $k_{\max}\gg\lambda$, the $k$ integral of the leading term loses approximately $2/(5k_{\max}^5)$ out of $3\pi/(8\lambda^5)$. The relative loss in $e_l$ is then

$$
\frac{16}{15\pi}\left(\frac{\lambda}{k_{\max}}\right)^5 .
$$

This sharp-cutoff estimate shows why a fixed radial basis becomes inadequate when $l$ is raised.

### 2.6 Helium: the increments

For two electrons in one spatial orbital, the exchange energy is minus one half of the Hartree energy. The exact-exchange Kohn-Sham potential is therefore local, $V=-2/r+v_H/2$, where $v_H$ is the Hartree potential of both electrons. The self-consistent orbital energy is $-0.9180$ hartree, and the total energy before correlation is $-2.8617$ hartree.

The density alone gives $A=0.3316$ hartree through (19). The increments give an independent value. Equation (19) says that $\lambda^4|e_l|=A-B/\lambda^2+\dots$. The computed values are

| $l$ | $\lambda^2$ | $\lambda^4\lvert e_l\rvert$ (hartree) |
|---|---:|---:|
| 1 | 2.25 | 0.2202 |
| 4 | 20.25 | 0.3131 |
| 8 | 72.25 | 0.32602 |
| 12 | 156.25 | 0.32902 |

The last two rows yield

$$
B\approx\frac{0.32902-0.32602}{1/72.25-1/156.25}=\frac{0.00300}{0.00744}=0.40,
$$

$$
A\approx0.32902+\frac{0.40}{156.25}=0.3316 .
$$

The test allows a difference of 0.2% between the two values of $A$. The last table entry carries a rounding error, discussed below. Without it the entry is $0.32896$, and the same two rows give $B\approx0.395$ and $A\approx0.3315$. A two-point slope also absorbs part of the $\lambda^{-8}$ term. With the density value of $A$, the product $(A-\lambda^4|e_l|)\lambda^2$ is $0.40$ at $l=8$ and $0.41$ at $l=10$ and $12$. The value $0.40$ is therefore an effective coefficient for this range, and the asymptotic $B$ is a few per cent larger. The local exponent between $l=11$ and $l=12$ is $-3.981$. Equation (19) predicts $-4+2B/(A\lambda^2)$, which is $-3.983$ at $\lambda=12$. With $0.32896$ in place of the last table entry, the computed exponent is $-3.983$ as well.

The law is asymptotic, and it fails for the first channels. At $l=1$ it predicts $-0.3316/5.0625=-0.0655$ hartree, against a computed $-0.0435$. At $l=0$ the increment is $-0.0292$ hartree, smaller in magnitude than at $l=1$. These channels have to be computed explicitly.

The higher rings can be read from $e_l-e_l^{(2)}$. For $l=4$ and $l=5$ the differences are $2.25\times10^{-6}$ and $4.8\times10^{-7}$ hartree. Multiplied by $\lambda^8$, they become $0.378$ and $0.402$. Eliminating a $\lambda^{-2}$ correction gives

$$
C\approx\frac{30.25\times0.402-20.25\times0.378}{30.25-20.25}\approx0.45,
$$

with an uncertainty of about $0.03$ from the rounding of the printed increments. The density formula gives $C=0.454$ hartree. The corresponding estimate from $l=6$ and $l=9$ is $0.494$, which passes a test with a 10% allowance but is less close. At $l=9$ the whole effect is only about $7\times10^{-9}$ hartree, so a rounding error of a few $10^{-10}$ hartree is enough to spoil the estimate. The cancellation is avoided by summing $\ln(1+y)-y+y^2/2$ over the eigenvalues $y$ of $F^{1/2}KF^{1/2}$, with its power series for small $y$. The same pair then agrees with the density formula to within 1%, so the excess is rounding.

Rounding is visible at $l=12$. There the full increment is printed as $-1.348\times10^{-5}$ hartree and its second-order part as $-1.347\times10^{-5}$, in violation of $e_l^{(2)}\le e_l$. The scaled value in the table confirms a discrepancy of at least $1.4\times10^{-9}$ hartree, or $10^{-4}$ of the increment. The frequency rule cannot be responsible. Its weights are positive, the inequality holds at each frequency, and its second-order part agrees with the closed sum to a tested relative accuracy of $10^{-5}$. What remains is finite-precision arithmetic, to which the subtraction of nearly equal logarithm and trace in (18) is exposed. At large $l$ it is safer to evaluate $e_l^{(2)}$ from its sum and to add the cubic trace

$$
\frac{2l+1}{6\pi}\int_0^\infty d\omega\,{\rm tr}(KF)^3 .
$$

By (20), this correction is already small there. Between the two radial bases used, $e_{12}$ changes by $3.4\times10^{-4}$ of its value. Almost all of this change is rounding. The subtraction in (18) is in error by about $2\times10^{-9}$ hartree, with opposite signs in the two bases, and the error comes from the highest frequency points, whose weights are large. With the eigenvalue sum described above, $e_{12}=-1.3474\times10^{-5}$ hartree, which obeys the bound, and the two bases differ by $9\times10^{-6}$ of this value.

### 2.7 Helium: radially complete extrapolation

The increments from $l=0$ to 12 sum to $-0.083444$ hartree. The tail, from the fitted $A$ and $B$, is $-0.0000499$ hartree; the leading term alone, $-A/(3\cdot13^3)$, gives $-0.0000503$. The limit is

$$
E_\infty=-0.08349\ {\rm hartree}=-2.272\ {\rm eV}. \tag{26}
$$

It serves as the reference for both sets of extrapolations. It is the direct RPA limit for these orbitals and not the true correlation energy: exchange within the rings and other correlation diagrams are absent.

For $X=4$ and $Y=5$, the truncated energies are $-0.081887$ and $-0.082651$ hartree. Equation (23) gives

$$
E_{45}=\frac{125(-0.082651)-64(-0.081887)}{61}=-0.08345\ {\rm hartree}.
$$

The error relative to the limit is $4.2\times10^{-5}$ hartree, compared with $8.4\times10^{-4}$ for $X=5$ without extrapolation. To predict it from (24), use

$$
c=\frac{0.3316}{6}+\frac{0.40}{5}\approx0.135 .
$$

The estimate is $0.135\times(1/16-1/25)/61=5.0\times10^{-5}$ hartree. For $(7,8)$ the same expression gives $3.8\times10^{-6}$, and the computed error is $3.6\times10^{-6}$ hartree. The leading expression thus improves as $X$ grows. The computed errors of these two pairs have the ratio 11.6, whereas (24) gives 13.0.

### 2.8 Helium: correlation-consistent basis sets

Gaussian sets are truncated in radius as well as in angle. Equation (22) does not describe the radial part of their error. Using (23) with them adds the assumption that the total error falls approximately as $X^{-3}$. The same type of potential, made self-consistent in each basis, gives the following errors relative to (26).

| Set | $E_X-E_\infty$ (hartree) | $X^3(E_X-E_\infty)$ (hartree) |
|---|---:|---:|
| cc-pVDZ | 0.02562 | 0.205 |
| cc-pVTZ | 0.00944 | 0.255 |
| cc-pVQZ | 0.00415 | 0.265 |
| cc-pV5Z | 0.00209 | 0.261 |

The last column would approach $A/3=0.1105$ if angular truncation were the sole error. It is nearly twice as large for cc-pVDZ and more than twice as large from cc-pVTZ on. At $X=5$ the radially complete error is $0.00084$ hartree, so about $0.00125$ hartree of the cc-pV5Z error, or 60%, comes from the incomplete radial description, including that of the occupied orbital and its potential.

From triple to quintuple zeta the last column is nevertheless nearly constant. This is why (23) works here: it needs a common cubic coefficient, not the value $A/3$. The near constancy is a property found for these sets and is not implied by the partial-wave law.

The $(3,4)$ pair gives $-0.08321$ hartree, which is $2.8\times10^{-4}$ above the limit. The $(4,5)$ pair gives $-0.08356$ hartree, which is $6.7\times10^{-5}$ below it. The change of sign follows from the table. The extrapolated error is the change in $X^3(E_X-E_\infty)$ divided by $Y^3-X^3$. Between quadruple and quintuple zeta this product decreases by about $0.004$, and $-0.004/61=-6.6\times10^{-5}$ hartree. An extrapolated energy is therefore not a bound, even when the energies entering it approach the limit from above. The $(2,3)$ pair still has an error of $2.6\times10^{-3}$ hartree, since its two products differ by about $0.05$.

### 2.9 Conditions of use

The leading term requires three things where $n^2r^5$ is appreciable. The occupied orbitals must vary little over the distance $r/\lambda$, and two ratios must be small. Comparing the potential with the lowest local kinetic energy, and setting $k=\omega=0$ in $y$, gives

$$
\frac{2r^2|V-\varepsilon_i|}{\lambda^2}\ll1,\qquad \frac{16\pi n r^4}{\lambda^4}\ll1 .
$$

The first controls the neglect of the potential, and the second the neglect of higher rings. Neither ratio measures the gradient of the orbitals, and for helium that correction is the larger part of $B$: with $V-\varepsilon_i$ set to zero the second-order increments give about $0.48$, and the potential lowers this to about $0.41$. Size alone does not delay the inverse fourth power at second order. For a 1s orbital of a bare nucleus, $r\propto1/Z$ and $V-\varepsilon_i\propto Z^2$, so the first ratio and $B/A$ do not depend on $Z$. The second ratio scales as $Z^3Z^{-4}=1/Z$, so the higher rings weigh more in the more diffuse atom.

The derivation does not cover occupied p or d shells, for which a cutoff in virtual angular momentum differs from a cutoff in response multipole. Nor does it cover a nonlocal reference potential. In a Gaussian calculation, the practical check is to compare successive pairs such as $(3,4)$ and $(4,5)$. Their difference here is $3.5\times10^{-4}$ hartree. It shows how far the extrapolation has settled, but it is not a strict error bound. The numerical output lists the remaining channels and pairs.

## Calculated quantities

```
bare nucleus: A from increments 0.35143, 45/128 = 0.35156 Ha
He 1s orbital energy -0.917956 Ha
He total energy without correlation -2.861680 Ha
A from density 0.33157 Ha; A from increments 0.33159 Ha
coefficient of lam^-6 in e_l 0.4028 Ha
local exponent between l=11 and l=12: -3.9812
lam^-8 coefficient: density 0.4541, increments 0.4939 Ha
relative change of e_12 on coarser grid 3.4e-04
l, e_l (Ha), second-order part (Ha), lam^4 |e_l| (Ha)
 0 -0.02919540 -0.03601579 0.00182
 1 -0.04350419 -0.04959892 0.22024
 2 -0.00717174 -0.00735204 0.28015
 3 -0.00201612 -0.00203124 0.30254
 4 -0.00076349 -0.00076574 0.31308
 5 -0.00034841 -0.00034889 0.31882
 6 -0.00018054 -0.00018067 0.32227
 7 -0.00010256 -0.00010260 0.32450
 8 -0.00006245 -0.00006247 0.32602
 9 -0.00004016 -0.00004017 0.32710
10 -0.00002697 -0.00002698 0.32788
11 -0.00001878 -0.00001878 0.32850
12 -0.00001348 -0.00001347 0.32902
sum for l = 0 to 12: -0.083444 Ha; fitted tail -0.0000499 Ha
tail from -A/(3*13^3): -0.0000503 Ha
He direct RPA limit -0.083494 Ha = -2.2720 eV
radially complete: X, E_X, E_X - limit, A/(3X^3) (Ha)
2 -0.072700 0.010795 0.013816
3 -0.079871 0.003623 0.004093
4 -0.081887 0.001607 0.001727
5 -0.082651 0.000843 0.000884
6 -0.082999 0.000495 0.000512
7 -0.083180 0.000314 0.000322
8 -0.083282 0.000212 0.000216
9 -0.083345 0.000149 0.000152
two-point (X,X+1): value, value - limit (Ha)
(2,3) -0.0828910 6.03e-04
(3,4) -0.0833587 1.36e-04
(4,5) -0.0834520 4.23e-05
(5,6) -0.0834779 1.63e-05
(6,7) -0.0834869 7.30e-06
(7,8) -0.0834906 3.64e-06
(8,9) -0.0834923 1.98e-06
error ratio of pairs (4,5) and (7,8): 11.6
cc-pVXZ: X, E_X, E_X - limit (Ha)
2 -0.057877 0.025617
3 -0.074053 0.009441
4 -0.079349 0.004145
5 -0.081405 0.002090
cc-pVXZ two-point (X,X+1): value, value - limit (Ha)
(2,3) -0.080864 0.002630
(3,4) -0.083214 0.000280
(4,5) -0.083561 -0.000067
```
